# Transition Temperature of Two Silicide Polymorphs with Different Einstein Frequencies: a numerical check

```python
"""
Result under test: two polymorphs A and B of one silicide, with classical
harmonic nuclei, have equal free energy per atom at
    T_c = dE / (3 k ln(1/r)).
dE : static energy of B minus that of A, eV per atom (no zero-point energy)
r  : Einstein frequency of B divided by that of A (below 1: B is softer)
k  : Boltzmann constant, eV/K;  hw : hbar times angular frequency, eV
The classical side is computed by phase-space quadrature, the quantum side
by explicit sums over oscillator levels.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

k = const.k / const.e
dE = 0.010
r = 0.95
hw = 0.040

# Mass-weighted momentum (sqrt(eV)) and coordinate over hbar (1/sqrt(eV)).
P = np.linspace(-4.0, 4.0, 2001)
X = np.linspace(-200.0, 200.0, 8001)
LEVELS = np.arange(4000) + 0.5


def classical_mode(energy, T):
    """Free energy of one mode from the classical phase-space integral."""
    zp = np.exp(-P**2 / (2 * k * T)).sum() * (P[1] - P[0])
    zx = np.exp(-(energy * X)**2 / (2 * k * T)).sum() * (X[1] - X[0])
    return -k * T * np.log(zp * zx / (2 * np.pi))


def quantum_mode(energy, T):
    """Free energy of one mode from the sum over its levels."""
    return -k * T * np.log(np.exp(-LEVELS * energy / (k * T)).sum())


def difference(T, mode, modes_A, ratios, static=dE):
    """Free energy of B minus that of A, eV per atom, three modes per atom."""
    return static + sum(mode(w * q, T) - mode(w, T)
                        for w, q in zip(modes_A, ratios))


def crossing(mode, modes_A, ratios, static=dE):
    return brentq(lambda T: difference(T, mode, modes_A, ratios, static),
                  200.0, 2000.0, xtol=1e-9)


def T_formula(static, ratio):
    return static / (3 * k * np.log(1 / ratio))


einstein = [hw] * 3
soft = [r] * 3
Tc = T_formula(dE, r)

# Classical crossing, for three softenings and for a spread of frequencies.
for q in (0.94, 0.95, 0.96):
    assert abs(crossing(classical_mode, einstein, [q] * 3)
               - T_formula(dE, q)) < 1e-4
spread = [0.020, 0.040, 0.060]
assert abs(crossing(classical_mode, spread, soft) - Tc) < 1e-4

# Unequal softening: only the product of the ratios matters.
unequal = [0.90, 0.95, 1.00]
T_unequal = dE / (-k * np.log(unequal).sum())
assert abs(crossing(classical_mode, spread, unequal) - T_unequal) < 1e-4


def dF_classical(T):
    return difference(T, classical_mode, einstein, soft)


# A stable below, B stable above; a stiffer B never becomes stable.
assert dF_classical(Tc - 100) > 0 > dF_classical(Tc + 100)
stiff = [difference(T, classical_mode, einstein, [1.05] * 3)
         for T in (200, 500, 1000, 2000)]
assert min(stiff) > 0 and np.all(np.diff(stiff) > 0)

# Entropy and latent heat from the slope of the quadrature free energy.
dS = 3 * k * np.log(1 / r)
slope_S = -(dF_classical(Tc + 1) - dF_classical(Tc - 1)) / 2
assert abs(slope_S / dS - 1) < 1e-6
latent = dF_classical(Tc) + Tc * slope_S
assert abs(latent / dE - 1) < 1e-6


# Quantum nuclei: leading shift, and an error of fourth order in frequency.
def leading_shift(energy):
    return -(energy / k)**2 * (1 - r**2) / (24 * Tc * np.log(1 / r))


Tq = crossing(quantum_mode, einstein, soft)
Tq_half = crossing(quantum_mode, [hw / 2] * 3, soft)
error_full = Tq - Tc - leading_shift(hw)
error_half = Tq_half - Tc - leading_shift(hw / 2)
assert abs(error_full) < 0.05 * abs(leading_shift(hw))
assert 12 < error_full / error_half < 20
x = hw / (k * Tc)
assert abs(quantum_mode(hw, Tc) - k * Tc * np.log(2 * np.sinh(x / 2))) < 1e-10

# Zero-point part of the energy difference, seen at low temperature.
zero_point = 1.5 * hw * (1 - r)
cold = difference(20.0, quantum_mode, einstein, soft)
assert abs(cold - (dE - zero_point)) < 1e-8
static_alt = dE + zero_point
T_alt_classical = T_formula(static_alt, r)
T_alt = crossing(quantum_mode, einstein, soft, static_alt)

# Electronic free energy of a metal with constant density of states.
g = 0.30      # states per eV per atom, both spins
gap = 0.80    # eV, gap of polymorph A


def electronic(T, half_gap=0.0):
    """U - T S relative to zero temperature, symmetric constant bands."""
    def integrand(u):
        f = 1 / (np.exp(u) + 1)
        return u * f + xlogy(f, f) + (1 - f) * np.log1p(-f)
    start = half_gap / (k * T)
    return 2 * g * (k * T)**2 * quad(integrand, start, start + 30)[0]


def metal_term(T):
    return -np.pi**2 / 6 * g * (k * T)**2


assert abs(electronic(Tc) / metal_term(Tc) - 1) < 1e-6
gapped = electronic(Tc, gap / 2)
assert abs(gapped) < 0.01 * abs(metal_term(Tc))

# Thermal expansion: e is the relative volume change of one phase.
gamma, bulk, volume = 1.5, 180.0, 0.0125    # -, GPa, nm^3 per atom
GPa_nm3 = 1e9 * 1e-27 / const.e             # eV
BV = bulk * volume * GPa_nm3


def expansion_gain(T):
    return (3 * gamma * k * T)**2 / (2 * BV)


# Frequencies fall as (1+e)^(-gamma); the formula keeps the lowest order in e,
# and e is near 0.02, hence the 3 percent tolerance.
fit = minimize_scalar(lambda e: BV * e**2 / 2
                      - 3 * gamma * k * Tc * np.log1p(e),
                      bounds=(0, 0.1), method="bounded",
                      options={"xatol": 1e-9})
assert abs(-fit.fun / expansion_gain(Tc) - 1) < 0.03
extra = 0.20   # assumed additional gain of B relative to A

# Compressive mean stress, B larger in volume by a fraction dv.
stress, dv = 1.0, 0.01
stress_term = stress * volume * dv * GPa_nm3


def enthalpy(v0):
    def G(v):
        return (bulk * (v - v0)**2 / (2 * v0) + stress * v) * GPa_nm3
    return minimize_scalar(G, bounds=(0.9 * v0, 1.1 * v0), method="bounded",
                           options={"xatol": 1e-10}).fun


# The elastic correction is of relative size stress/(2 bulk), about 0.3 percent.
assert abs((enthalpy(volume * (1 + dv)) - enthalpy(volume))
           / stress_term - 1) < 0.01

# Interface energy difference shared by the atoms of a film.
d_interface, film = 0.10, 50.0              # J/m^2, nm
interface_term = d_interface * volume * 1e-27 / (film * 1e-9) / const.e


def shifted(term):
    """Crossing when one further term is added to the classical difference."""
    return brentq(lambda T: dE - dS * T + term(T), 100.0, 2000.0)


T_el = shifted(metal_term)
T_exp = shifted(lambda T: -extra * expansion_gain(T))
T_stress = shifted(lambda T: stress_term)
T_int = shifted(lambda T: interface_term)


def show(label, value, unit, digits):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


meV = 1000
show("static energy difference dE", dE * meV, "meV/atom", 1)
show("frequency ratio r", r, "", 2)
show("ln(1/r)", np.log(1 / r), "", 6)
show("Boltzmann constant", k * meV, "meV/K", 7)
show("entropy difference", dS * meV, "meV/(K atom)", 6)
show("entropy difference over k", dS / k, "per atom", 4)
show("classical T_c", Tc, "K", 1)
show("classical T_c", Tc - const.zero_Celsius, "deg C", 1)
show("T_c from phase-space quadrature",
     crossing(classical_mode, einstein, soft), "K", 1)
show("latent heat from quadrature", latent * meV, "meV/atom", 3)
show("latent heat", latent * const.e * const.N_A / 1000, "kJ/mol atoms", 3)
show("F_B - F_A at 300 K", dF_classical(300) * meV, "meV/atom", 2)
show("F_B - F_A at 1000 K", dF_classical(1000) * meV, "meV/atom", 2)
show("T_c with ln(1/r) replaced by 1-r", dE / (3 * k * (1 - r)), "K", 1)
show("change of T_c per 1 meV/atom in dE", 0.001 / dS, "K", 1)
show("T_c for 4 percent softening", T_formula(dE, 0.96), "K", 1)
show("T_c for 6 percent softening", T_formula(dE, 0.94), "K", 1)
show("T_c for mode ratios 0.90, 0.95, 1.00", T_unequal, "K", 1)
show("phonon energy of A", hw * meV, "meV", 1)
show("Einstein temperature of A", hw / k, "K", 1)
show("k T_c", k * Tc * meV, "meV", 2)
show("phonon energy over k T_c", x, "", 3)
show("quantum T, same static dE", Tq, "K", 1)
show("quantum shift, level sums", Tq - Tc, "K", 2)
show("quantum shift, leading formula", leading_shift(hw), "K", 2)
show("zero-point energy, A minus B", zero_point * meV, "meV/atom", 2)
show("static dE if 10 meV includes zero point", static_alt * meV,
     "meV/atom", 2)
show("classical T for that static dE", T_alt_classical, "K", 1)
show("quantum T for that static dE", T_alt, "K", 1)
show("density of states of metallic B", g, "states/(eV atom)", 2)
show("electronic term of B at T_c", metal_term(Tc) * meV, "meV/atom", 2)
show("gap of A", gap, "eV", 2)
show("electronic term of gapped A at T_c", gapped * meV, "meV/atom", 4)
show("T with electronic term of B", T_el, "K", 1)
show("Grueneisen parameter", gamma, "", 1)
show("bulk modulus", bulk, "GPa", 0)
show("volume per atom", volume, "nm^3", 4)
show("expansion gain of one phase at T_c", expansion_gain(Tc) * meV,
     "meV/atom", 2)
show("assumed extra expansion gain of B", extra * 100, "percent", 0)
show("T with expansion term", T_exp, "K", 1)
show("compressive mean stress", stress, "GPa", 1)
show("volume excess of B", dv * 100, "percent", 1)
show("stress term", stress_term * meV, "meV/atom", 2)
show("T with stress term", T_stress, "K", 1)
show("interface energy difference", d_interface, "J/m^2", 2)
show("film thickness", film, "nm", 0)
show("interface term", interface_term * meV, "meV/atom", 3)
show("T with interface term", T_int, "K", 1)
print("success")
```

Running it gives:

```
static energy difference dE: 10.0 meV/atom
frequency ratio r: 0.95
ln(1/r): 0.051293
Boltzmann constant: 0.0861733 meV/K
entropy difference: 0.013260 meV/(K atom)
entropy difference over k: 0.1539 per atom
classical T_c: 754.1 K
classical T_c: 481.0 deg C
T_c from phase-space quadrature: 754.1 K
latent heat from quadrature: 10.000 meV/atom
latent heat: 0.965 kJ/mol atoms
F_B - F_A at 300 K: 6.02 meV/atom
F_B - F_A at 1000 K: -3.26 meV/atom
T_c with ln(1/r) replaced by 1-r: 773.6 K
change of T_c per 1 meV/atom in dE: 75.4 K
T_c for 4 percent softening: 947.6 K
T_c for 6 percent softening: 625.2 K
T_c for mode ratios 0.90, 0.95, 1.00: 740.8 K
phonon energy of A: 40.0 meV
Einstein temperature of A: 464.2 K
k T_c: 64.99 meV
phonon energy over k T_c: 0.616
quantum T, same static dE: 730.9 K
quantum shift, level sums: -23.20 K
quantum shift, leading formula: -22.63 K
zero-point energy, A minus B: 3.00 meV/atom
static dE if 10 meV includes zero point: 13.00 meV/atom
classical T for that static dE: 980.4 K
quantum T for that static dE: 962.7 K
density of states of metallic B: 0.30 states/(eV atom)
electronic term of B at T_c: -2.08 meV/atom
gap of A: 0.80 eV
electronic term of gapped A at T_c: -0.0054 meV/atom
T with electronic term of B: 640.7 K
Grueneisen parameter: 1.5
bulk modulus: 180 GPa
volume per atom: 0.0125 nm^3
expansion gain of one phase at T_c: 3.04 meV/atom
assumed extra expansion gain of B: 20 percent
T with expansion term: 713.1 K
compressive mean stress: 1.0 GPa
volume excess of B: 1.0 percent
stress term: 0.78 meV/atom
T with stress term: 813.0 K
interface energy difference: 0.10 J/m^2
film thickness: 50 nm
interface term: 0.156 meV/atom
T with interface term: 765.9 K
success
```
